# Slowed Interconversion and Exit Probabilities in Lattice Monte Carlo: a program that tests the result

```python
"""
Result under test: a particle in state A or B hops between them at rate w and
leaves irreversibly at rate a from A and b from B. Starting in A, it exits
from A with probability
    P_A = a (w + b) / (w (a + b) + a b).
For a = 1, b = 3, slowing w from 1000 to 10 raises P_A from 0.251 to 0.302.
General case: h = rate A->B, g = rate B->A, d = loss rate from both states.
Rates are in units of the A exit rate unless a unit is given.
The master equation and a kinetic Monte Carlo run give independent values.
"""
import numpy as np
import sympy as sp
from scipy.linalg import expm
from scipy import constants as const


def exit_formula(h, g, a, b, d=0.0):
    """Closed-form probabilities of exit from A and from B, start in A."""
    det = (h + a + d) * (g + b + d) - h * g
    return a * (g + b + d) / det, b * h / det


def master_equation(h, g, a, b, d=0.0, start=0):
    """Propagate populations until all is gone.
    Columns: A, B, exited from A, exited from B, lost, clock, hop counter."""
    gen = np.zeros((7, 7))
    gen[0, :] = [-(h + a + d), h, a, 0, d, 1, h]
    gen[1, :] = [g, -(g + b + d), 0, b, d, 1, g]
    final = expm(gen * 60.0 / min(a, b))[start]
    return final[2], final[3], final[5], final[6]


def kinetic_monte_carlo(w, a, b, walkers, rng):
    """Event-by-event simulation, all walkers starting in A."""
    exit_rate = np.array([a, b])
    state = np.zeros(walkers, dtype=int)
    clock = np.zeros(walkers)
    exit_states, lifetimes, hop_counts = [], [], []
    hops = 0
    while state.size:
        total = exit_rate[state] + w
        clock += rng.exponential(size=state.size) / total
        leaves = rng.random(state.size) * total < exit_rate[state]
        if leaves.any():
            exit_states.append(state[leaves])
            lifetimes.append(clock[leaves])
            hop_counts.append(np.full(leaves.sum(), hops))
        state = 1 - state[~leaves]
        clock = clock[~leaves]
        hops += 1
    return (np.concatenate(exit_states) == 0, np.concatenate(lifetimes),
            np.concatenate(hop_counts))


a, b = 1.0, 3.0
w_fast, w_slow = 1000.0, 10.0
rng = np.random.default_rng(2024)

# Symbolic solution of the first-step equations
ws, As, Bs, pa, pb = sp.symbols("w a b pa pb", positive=True)
sol = sp.solve([pa - As/(As + ws) - ws/(As + ws)*pb,
                pb - ws/(Bs + ws)*pa], [pa, pb], dict=True)[0]
den = ws*(As + Bs) + As*Bs
assert sp.simplify(sol[pa] - As*(ws + Bs)/den) == 0
assert sp.simplify(sol[pb] - As*ws/den) == 0
assert sp.simplify(sp.diff(sol[pa], ws) + As*Bs**2/den**2) == 0
assert sp.simplify(sol[pa] - As/(As + Bs) - As*Bs**2/((As + Bs)*den)) == 0
assert sp.limit(sol[pa].subs({As: 1, Bs: 3}), ws, sp.oo) == sp.Rational(1, 4)
assert sp.limit(sol[pa].subs({As: 1, Bs: 3}), ws, 0) == 1

# Main claim, path sum, lifetime and hop count
print("Exit rates a, b (units of a):", a, b)
results = {}
for w in (w_fast, w_slow):
    p_formula = a*(w + b) / (w*(a + b) + a*b)
    tau = (2*w + b) / (w*(a + b) + a*b)
    p_master, _, tau_master, hops_master = master_equation(w, w, a, b)
    assert abs(p_formula - p_master) < 1e-8
    assert abs(tau - tau_master) < 1e-8
    assert abs(w*tau / hops_master - 1) < 1e-7
    round_trip = w*w / ((a + w)*(b + w))
    path_sum = a/(a + w) * np.sum(round_trip ** np.arange(20000))
    assert abs(path_sum - p_master) < 1e-8
    p_from_b = master_equation(w, w, a, b, start=1)[0]
    assert abs(p_from_b - a*w/(w*(a + b) + a*b)) < 1e-8
    from_a, life, hops = kinetic_monte_carlo(w, a, b, 40000, rng)
    error = from_a.std() / np.sqrt(from_a.size)
    for sample, expected in ((from_a, p_formula), (life, tau),
                             (hops, w*tau)):
        sample_error = np.std(sample) / np.sqrt(len(sample))
        assert abs(np.mean(sample) - expected) < 4.5*sample_error
    results[w] = (p_master, tau_master, hops_master, p_from_b)
    print(f"w = {w:.0f}: P_A master equation = {p_master:.5f}")
    print(f"  return probability to A per round trip r = {round_trip:.5f}")
    print(f"  P_A Monte Carlo = {from_a.mean():.4f} +- {error:.4f}")
    print(f"  Monte Carlo walkers = {from_a.size}")
    print(f"  mean lifetime = {tau_master:.4f} (units of 1/a)")
    print(f"  mean hops: {hops_master:.2f}, simulated {hops.mean():.2f}")
    print(f"  A-exit probability, start in B = {p_from_b:.4f}")
    print(f"  A-exit probability, half-half start = "
          f"{(p_master + p_from_b)/2:.4f}")
assert round(results[w_fast][0], 3) == 0.251
assert round(results[w_slow][0], 3) == 0.302
assert results[w_slow][3] < results[w_fast][3]

# Monotonic rise on slowing, and slope from finite differences
grid = np.logspace(-1, 3, 15)
values = [master_equation(w, w, a, b)[0] for w in grid]
assert np.all(np.diff(values) < 0)
step = 0.01
slope = (master_equation(10 + step, 10 + step, a, b)[0]
         - master_equation(10 - step, 10 - step, a, b)[0]) / (2*step)
assert abs(slope + a*b**2 / (10*(a + b) + a*b)**2) < 1e-7
print(f"Slope dP_A/dw at w = 10: {slope:.5f} (units of 1/a)")
fast_limit = a/(a + b)
print(f"Fast limit = {fast_limit:.4f}")
for w in (w_fast, w_slow):
    print(f"Excess over fast limit, w = {w:.0f}: "
          f"{results[w][0] - fast_limit:.5f}")
print(f"Rise on slowing = {results[w_slow][0] - results[w_fast][0]:.4f}")
saving = (results[w_fast][2] + 1) / (results[w_slow][2] + 1)
print(f"Event saving factor = {saving:.1f}")
allowed = 0.01
w_min = (a*b**2/((a + b)*allowed) - a*b) / (a + b)
assert abs(master_equation(w_min, w_min, a, b)[0]
           - fast_limit - allowed) < 1e-8
print(f"Smallest w for excess {allowed}: {w_min:.1f} (units of a)")

# General formula against the master equation on random rates
for _ in range(12):
    h, g, ra, rb, loss = 10 ** rng.uniform(-0.5, 2, 5)
    exact = master_equation(h, g, ra, rb, loss)
    assert np.allclose(exit_formula(h, g, ra, rb, loss), exact[:2],
                       atol=1e-8, rtol=0)

# Example in the rough regime of trimethylaluminium on alumina
temperature = 473.0          # K
unit_rate = 1e5              # 1/s, exit rate from A
prefactor = 1e13             # 1/s
k_ev = const.k / const.e     # eV/K
kt = k_ev * temperature
barrier_a = kt * np.log(prefactor / (a*unit_rate))
barrier_b = kt * np.log(prefactor / (b*unit_rate))
barrier_hop = kt * np.log(prefactor / (w_fast*unit_rate))
slowdown = w_fast / w_slow
print(f"T = {temperature:.0f} K, kT = {kt:.5f} eV, "
      f"prefactor = {prefactor:.0e} 1/s")
print(f"Exit rates = {a*unit_rate:.0e}, {b*unit_rate:.0e} 1/s")
print(f"Hop rates true, slowed = {w_fast*unit_rate:.0e}, "
      f"{w_slow*unit_rate:.0e} 1/s")
print(f"Barriers exit A, exit B, hop = {barrier_a:.3f}, "
      f"{barrier_b:.3f}, {barrier_hop:.3f} eV")
print(f"Slowdown {slowdown:.0f} = hop barrier raised by "
      f"{kt*np.log(slowdown):.3f} eV")
print(f"Mean lifetime true, slowed = "
      f"{results[w_fast][1]/unit_rate*1e6:.2f}, "
      f"{results[w_slow][1]/unit_rate*1e6:.2f} us")

print("Neglected effects: P_A at true hop rate, at slowed hop rate")
# Energy difference between the sites, detailed balance kept
for gap in (0.02, -0.02):
    factor = np.exp(gap / (2*kt))
    pair = [master_equation(w/factor, w*factor, a, b)[0]
            for w in (w_fast, w_slow)]
    print(f"E_B - E_A = {gap:+.2f} eV: {pair[0]:.3f}, {pair[1]:.3f}")

# Desorption as a third way out
for barrier in (0.9, 1.0, 1.1):
    loss = 1e15 * np.exp(-barrier/kt) / unit_rate
    pairs = [master_equation(w, w, a, b, loss)[:2]
             for w in (w_fast, w_slow)]
    share = [p[0]/(p[0] + p[1]) for p in pairs]
    print(f"Desorption {barrier:.1f} eV, rate {loss*unit_rate:.2e} 1/s: "
          f"{pairs[0][0]:.3f}, {pairs[1][0]:.3f}")
    print(f"  A share among reacting: {share[0]:.3f}, {share[1]:.3f}")


# Arrival on the empty partner site stops all further hopping
def blocked_exit(w, arrival):
    """Columns: A, B, blocked A, blocked B, exited from A, exited from B."""
    gen = np.zeros((6, 6))
    gen[0] = [-(w + a + arrival), w, arrival, 0, a, 0]
    gen[1] = [w, -(w + b + arrival), 0, arrival, 0, b]
    gen[2] = [0, 0, -a, 0, a, 0]
    gen[3] = [0, 0, 0, -b, 0, b]
    return expm(gen*60.0)[0, 4]


pressure_torr, sticking, site_nm2, mass_u = 0.1, 0.01, 0.2, 72.1
flux = pressure_torr*const.torr / np.sqrt(
    2*np.pi*mass_u*const.atomic_mass*const.k*temperature)
arrival = flux * site_nm2*1e-18 * sticking / unit_rate
for w in (w_fast, w_slow):
    for rate in (arrival, 0.5):
        assert abs(blocked_exit(w, rate)
                   - exit_formula(w, w, a + rate, b + rate)[0]) < 1e-8
print(f"Arrival: {pressure_torr} Torr, sticking {sticking}, "
      f"site {site_nm2} nm2, mass {mass_u} u")
print(f"  rate {arrival*unit_rate:.0f} 1/s: "
      f"{blocked_exit(w_fast, arrival):.4f}, "
      f"{blocked_exit(w_slow, arrival):.4f}")

# Tunnelling multiplies both exit rates
mode_cm = 1000.0
wigner = 1 + (const.h*const.c*mode_cm*100/(const.k*temperature))**2 / 24
pair = [master_equation(w, w, a*wigner, b*wigner)[0]
        for w in (w_fast, w_slow)]
print(f"Tunnelling, {mode_cm:.0f} cm^-1, factor {wigner:.2f}: "
      f"{pair[0]:.3f}, {pair[1]:.3f}")

# Other process temperatures with the same barriers and slowdown
biases = []
for temp in (423.0, 473.0, 573.0):
    beta = 1/(k_ev*temp)
    b_t = np.exp((barrier_a - barrier_b)*beta)
    w_t = np.exp((barrier_a - barrier_hop)*beta)
    pair = [master_equation(w, w, 1.0, b_t)[0]
            for w in (w_t, w_t/slowdown)]
    biases.append(pair[1] - pair[0])
    if temp != temperature:
        print(f"T = {temp:.0f} K, b/a = {b_t:.2f}, w/a = {w_t:.0f}: "
              f"{pair[0]:.3f}, {pair[1]:.3f}")
assert biases[0] < biases[1] < biases[2]

print("ALL CHECKS PASSED")
```

Output:

```
Exit rates a, b (units of a): 1.0 3.0
w = 1000: P_A master equation = 0.25056
  return probability to A per round trip r = 0.99601
  P_A Monte Carlo = 0.2494 +- 0.0022
  Monte Carlo walkers = 40000
  mean lifetime = 0.5004 (units of 1/a)
  mean hops: 500.37, simulated 502.76
  A-exit probability, start in B = 0.2498
  A-exit probability, half-half start = 0.2502
w = 10: P_A master equation = 0.30233
  return probability to A per round trip r = 0.69930
  P_A Monte Carlo = 0.3020 +- 0.0023
  Monte Carlo walkers = 40000
  mean lifetime = 0.5349 (units of 1/a)
  mean hops: 5.35, simulated 5.36
  A-exit probability, start in B = 0.2326
  A-exit probability, half-half start = 0.2674
Slope dP_A/dw at w = 10: -0.00487 (units of 1/a)
Fast limit = 0.2500
Excess over fast limit, w = 1000: 0.00056
Excess over fast limit, w = 10: 0.05233
Rise on slowing = 0.0518
Event saving factor = 79.0
Smallest w for excess 0.01: 55.5 (units of a)
T = 473 K, kT = 0.04076 eV, prefactor = 1e+13 1/s
Exit rates = 1e+05, 3e+05 1/s
Hop rates true, slowed = 1e+08, 1e+06 1/s
Barriers exit A, exit B, hop = 0.751, 0.706, 0.469 eV
Slowdown 100 = hop barrier raised by 0.188 eV
Mean lifetime true, slowed = 5.00, 5.35 us
Neglected effects: P_A at true hop rate, at slowed hop rate
E_B - E_A = +0.02 eV: 0.353, 0.402
E_B - E_A = -0.02 eV: 0.170, 0.220
Desorption 0.9 eV, rate 2.57e+05 1/s: 0.110, 0.140
  A share among reacting: 0.251, 0.342
Desorption 1.0 eV, rate 2.21e+04 1/s: 0.226, 0.273
  A share among reacting: 0.251, 0.306
Desorption 1.1 eV, rate 1.90e+03 1/s: 0.248, 0.300
  A share among reacting: 0.251, 0.303
Arrival: 0.1 Torr, sticking 0.01, site 0.2 nm2, mass 72.1 u
  rate 380 1/s: 0.2510, 0.3029
Tunnelling, 1000 cm^-1, factor 1.39: 0.251, 0.321
T = 423 K, b/a = 3.42, w/a = 2263: 0.227, 0.252
T = 573 K, b/a = 2.48, w/a = 300: 0.289, 0.425
ALL CHECKS PASSED
```
